# Why Lloyd's formula converges faster in lmax than local state counts

## The missing electrons

A multiple-scattering calculation keeps partial waves up to some \(l_{\max}\). If the electrons are then counted by integrating the local density of states over the cell, the count comes out wrong, and the Fermi level must move to repair it. In the weak lattice treated below, \(l_{\max}=2\) loses 0.0158 of 1.1654 states per cell and spin, or 1.4%, on the coarse Bloch grid used there (about 0.015 of 1.157 on denser grids). The free density of states at the Fermi energy is \(\Omega k/2\pi^2=64/19.7\approx3.2\) states per hartree. The level would therefore shift by roughly \(0.0158/3.2\approx0.005\) hartree (0.13 eV). Lloyd's formula, with the same \(l_{\max}\), is wrong by 0.0004 states.

Lloyd's formula does not contain the scattering of all partial waves. It counts all of them, but treats those above \(l_{\max}\) as free. The local count cuts the wave functions as well as the scattering. For weak high-\(l\) scattering the first error is much the smaller.

## What a truncated calculation describes

Hartree atomic units are used, and counts are per cell for one spin. Identical spherical wells \(v(r)\) of radius \(s\) sit on a lattice in flat zero potential and do not overlap. Truncation replaces the full potential by

\[
V=\sum_{\mathbf R}P_{\mathbf R}\,v_{\mathbf R},
\]

where \(P_{\mathbf R}\) projects onto \(l\le l_{\max}\) about site \(\mathbf R\). Higher waves still exist, but do not feel the well at that site. Let \(H\) be the Hamiltonian with this \(V\), \(G=(z-H)^{-1}\), and \(G_0\) its free counterpart.

**From the trace to a determinant.** Since \(G=(1-G_0V)^{-1}G_0\) and \(G-G_0=GVG_0\), cyclic invariance gives

\[
\mathrm{Tr}(G-G_0)=\mathrm{Tr}\,[G_0(1-G_0V)^{-1}G_0V]
=\mathrm{Tr}\,[(1-G_0V)^{-1}G_0^2V],
\]

because \(G_0V\) commutes with \((1-G_0V)^{-1}\). With \(dG_0/dz=-G_0^2\), the right side is the derivative of a logarithm:

\[
\mathrm{Tr}(G-G_0)=\frac{d}{dz}\ln D(z),\qquad D=\det(1-G_0V).
\]

The density of states is \(-\pi^{-1}\mathrm{Im}\,\mathrm{Tr}\,G(E+i0)\). Integrating from below the spectra of both \(H\) and the free Hamiltonian, where the phase of \(D\) is zero, yields

\[
N(E)=N_0(E)-\frac1\pi\,\mathrm{Im}\ln D(E+i0). \tag{1}
\]

The trace runs over all space, and \(N_0\) is the complete free count.

**Why a finite matrix suffices.** The determinant can be taken over functions on the spheres. Split \(G_0\) into its same-site part and its part \(G_0'\) between different sites. With the single-site operator \(\mathcal T=Pv(1-G_0Pv)^{-1}\),

\[
1-G_0V=(1-G_0'\mathcal T)\,(1-G_0Pv)_{\text{same site}},
\]

as multiplying out confirms. For points in two different spheres, \(G_0\) is a regular free solution in each argument. With \(\kappa=\sqrt{2z}\), \(\mathrm{Im}\,\kappa>0\), and real harmonics \(Y_L\), it has the form

\[
G_0(\mathbf r+\mathbf R,\mathbf r'+\mathbf R')
=\sum_{LL'}j_l(\kappa r)Y_L(\hat{\mathbf r})\,g_{LL'}(\mathbf R-\mathbf R')\,j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}').
\]

The expansion converges because non-overlapping spheres have \(r+r'<|\mathbf R-\mathbf R'|\). Using \(\det(1-AB)=\det(1-BA)\), the functions \(j_lY_L\) can be moved next to \(\mathcal T\), which turns it into the numbers \(t_l=\langle j_l|\mathcal T|j_l\rangle\). These vanish for \(l>l_{\max}\). For each Bloch vector,

\[
D(\mathbf k,z)=\prod_{l\le l_{\max}}F_l^{\,2l+1}\;\det[1-g(\mathbf k)t],\qquad
g(\mathbf k)=\sum_{\mathbf R\ne0}e^{-i\mathbf k\cdot\mathbf R}g(\mathbf R), \tag{2}
\]

where \(F_l\) is the single-site determinant in one channel. Every scattering path starts and ends on a well, hence in \(l\le l_{\max}\). No higher matrix element has been dropped: for the truncated Hamiltonian, (2) is complete.

**The single-site factor.** Let \(\phi_l\) be the regular radial solution that behaves like \(j_l(\kappa r)\) at the origin, and \(h_l=j_l+iy_l\). Then

\[
F_l=i\kappa s^2\,(h_l\phi_l'-h_l'\phi_l)_{r=s},
\]

with primes denoting \(d/dr\). To verify this, scale the well to \(\lambda v\). Let \(H_l\) be the solution that equals \(h_l\) outside. A dot denotes \(d/d\lambda\), and the radial equation gives

\[
\frac{d}{dr}\left[r^2(H_l\dot\phi_l'-H_l'\dot\phi_l)\right]=2r^2v\,\phi_lH_l .
\]

The bracket vanishes at the origin, where \(\phi_l\) has a fixed normalization. Integration to \(s\) gives \(\dot F_l=2i\kappa\int v\phi_lH_lr^2dr\). The radial Green function is \(G_l(r,r')=-2i\kappa\,\phi_l(r_<)H_l(r_>)/F_l\), since its slope must jump by \(2/r^2\). Therefore

\[
\frac{d\ln F_l}{d\lambda}=-\int_0^s G_l(r,r)\,v\,r^2dr
=\frac{d}{d\lambda}\ln\det(1-\lambda G_0v)_l .
\]

Both quantities equal one at \(\lambda=0\), so they agree.

## The error of Lloyd's formula

The scattering solution \(\phi_l/F_l=j_l+G_0v\phi_l/F_l\) becomes \(j_l-2i\kappa t_lh_l\) outside the well. The factor \(1/F_l\) is fixed because the expression defining \(F_l\) gives one when \(\phi_l\) is replaced by \(j_l\) and zero when it is replaced by \(h_l\). At real energy \(\kappa=k\), define the phase shift by \(t_l=-\sin\delta_l\,e^{i\delta_l}/2k\). Then

\[
j_l+i\sin\delta_l\,e^{i\delta_l}(j_l+iy_l)=e^{i\delta_l}(\cos\delta_l\,j_l-\sin\delta_l\,y_l).
\]

Since \(\phi_l\) is real, \(F_le^{i\delta_l}\) is real, and continuity from \(\lambda=0\) gives \(\arg F_l=-\delta_l\). The first factor of (2) thus adds the Friedel sum \(\sum_l(2l+1)\delta_l/\pi\) to the count.

The other factor has the leading term \(-\mathrm{tr}\,g(\mathbf k)t\) in its logarithm. This averages to zero over the Brillouin zone, because \(g(\mathbf k)\) has no \(\mathbf R=0\) term. What remains is of second order in \(t\). To leading order in the well,

\[
N_{\rm Lloyd}-N\simeq-\sum_{l>l_{\max}}\frac{(2l+1)\delta_l}{\pi}. \tag{3}
\]

For a weak well, \(t_l\simeq\int vj_l^2r^2dr\) and \(t_l\simeq-\delta_l/2k\). With a constant value \(V_0\) inside the sphere,

\[
\delta_l\simeq-2kV_0\int_0^s j_l^2(kr)\,r^2dr. \tag{4}
\]

This has a direct reading. The free density of states per volume is \(k/2\pi^2\), and channel \(l\) contributes the fraction \((2l+1)j_l^2(kr)\), as shown below. Its amount inside the sphere is

\[
n_l^{\rm sph}=\frac{k}{2\pi^2}(2l+1)\,4\pi\int_0^s j_l^2r^2dr
=\frac{2k}{\pi}(2l+1)\int_0^s j_l^2r^2dr ,
\]

so \((2l+1)\delta_l/\pi\simeq-V_0n_l^{\rm sph}\). Lloyd's formula misses only the response of high partial waves to the well. To leading order in the well, that error is proportional to \(V_0\) and samples only \(r<s\).

## The error of the local count

Inside a cell, a truncated calculation represents an occupied state \(\psi\) by its part \(\psi_\le\) with \(l\le l_{\max}\), continued from the sphere to the cell faces. Writing \(\psi=\psi_\le+\psi_>\) and summing with occupations \(f_i\),

\[
N_{\rm loc}-N_{\rm Lloyd}=-\sum_if_i\left[\int_{\rm cell}|\psi_{>}|^2d^3r
+2\,\mathrm{Re}\int_{\rm cell}\psi_\le^*\psi_>\,d^3r\right]. \tag{5}
\]

The first term is lost weight, the second lost interference.

**Lost weight.** It is present without any potential. Expand a plane wave about the cell centre:

\[
e^{i\mathbf k\cdot\mathbf r}=\sum_l(2l+1)\,i^l j_l(kr)P_l(\cos\gamma).
\]

Averaging its square over directions of \(\mathbf k\), with \(\langle P_lP_{l'}\rangle=\delta_{ll'}/(2l+1)\), gives \(1=\sum_l(2l+1)j_l^2(kr)\). Cross terms between different \(l\) vanish. The local count of free electrons therefore misses

\[
\int_0^\infty\frac{k^2dk}{2\pi^2}\,f\int_{\rm cell}\sum_{l>l_{\max}}(2l+1)j_l^2(kr)\,d^3r. \tag{6}
\]

There is no factor \(V_0\), and the integral reaches the cell corners. For \(l\gg(kr)^2/4\), \(j_l\simeq(kr)^l/(2l+1)!!\), so both (4) and (6) fall factorially. Apart from a common factor of about \((k/2l)^2\), each extra \(l\) brings a factor that tends to \(s^2\) in the first and, at fixed \(k\), to the squared corner radius in the second. In a simple cubic cell with \(a=4\) and \(s=1.8\) bohr, the corner lies at 3.46 bohr. Against the free lost weight, Lloyd's formula then gains a further factor per step in \(l\), on top of the small prefactor. This factor tends to \((3.46/1.8)^2\approx3.7\) only as \(l\to\infty\); in the example below, the ratio of (6) to the Friedel tail grows by 1.5 to 2.3 per step up to \(l_{\max}=4\).

**Interference.** Different \(l\) are orthogonal over a full spherical shell, but the cube cuts shells with \(r>a/2\). The first-order change of the Green function is \(\sum_{\mathbf R}G_0v_{\mathbf R}G_0\). The term from the central well is rotationally symmetric and does not mix \(l\). Terms from neighbouring wells do mix them, so interference appears at first order in \(V_0\), and at this order its sign reverses with the sign of \(V_0\).

It also decays slowly. A wave \(h_0(\kappa|\mathbf r-\mathbf R|)\) from a neighbour, expanded about the centre, has terms \((2l+1)j_l(\kappa r)h_l(\kappa R)P_l\). At large \(l\), \(h_l(x)\simeq-i(2l-1)!!/x^{l+1}\), and the double factorials cancel:

\[
(2l+1)\,j_l(\kappa r)\,h_l(\kappa R)\simeq-\frac{i}{\kappa R}\left(\frac rR\right)^l .
\]

At a corner, \(r/R=0.87\) for the nearest neighbours in directions along the cube axes. The wave therefore converges geometrically rather than factorially near the corners. The ratio 0.87 is the worst case over the cell, not the rate of the integrated interference: the corners hold little volume and \(P_l\) oscillates. In the table below, the interference falls by factors of about 0.6 and 0.4 from \(l_{\max}=2\) to 4, still far more slowly than the lost weight. Lloyd's formula avoids this re-expansion over the cell volume.

## How large the errors are

The example uses round model parameters: \(a=4\) bohr, \(s=1.8\) bohr, \(V_0=-0.05\) hartree and chemical potential \(\mu=0.5\) hartree. The occupation is a Fermi function \(f\) of width \(T=0.05\) hartree, which smooths the counts. A shifted \(6\times6\times6\) Bloch grid is used for all lattice counts. The grid is coarse: it gives a free count of 1.1000 against 1.0942 from the integral, and the count with the wells falls from 1.1654 to 1.1576 on an \(8\times8\times8\) grid and 1.1574 on a \(12\times12\times12\) grid. The Lloyd errors at \(l_{\max}=2\) to 4 move by only a few percent. On an \(8\times8\times8\) grid the local error at \(l_{\max}=2\) is \(-1.5\times10^{-2}\) instead of \(-1.6\times10^{-2}\), while those at \(l_{\max}=3\) and 4 change by less than \(10^{-4}\). With smoothing, \(N=\int(-f')N(E)\,dE\), and (3) is averaged in the same way.

Errors below are relative to Lloyd's count at \(l_{\max}=5\), which is 1.165397 states. Plane-wave diagonalization of the full wells gives 1.165395. The local counts are built from plane-wave eigenstates with 619 waves; a basis of about 350 waves with amplitudes fitted over the sphere lowers the local errors at \(l_{\max}=2\) to 4 by about \(10^{-4}\), so their second digit at \(l_{\max}=3\) and 4 is sensitive to the basis. The last two columns are the two terms in brackets in (5).

| \(l_{\max}\) | Lloyd error | Local error | Lost weight | Interference |
|---|---|---|---|---|
| 0 | −3.1e−2 | −6.1e−1 | 5.8e−1 | −0.07e−2 |
| 1 | −5.0e−3 | −1.4e−1 | 1.4e−1 | −0.5e−2 |
| 2 | −4.1e−4 | −1.6e−2 | 2.2e−2 | −0.7e−2 |
| 3 | −2.1e−5 | +1.7e−3 | 2.3e−3 | −4.0e−3 |
| 4 | −6.9e−7 | +1.3e−3 | 1.8e−4 | −1.5e−3 |

At \(l_{\max}=2\), the free density of states above \(l=2\) inside the sphere, averaged at the Fermi energy, is \(7.7\times10^{-3}\) per hartree. Equation (4) predicts a Lloyd error of size \(0.05\times7.7\times10^{-3}=3.9\times10^{-4}\), against the actual \(4.1\times10^{-4}\). Halving the well depth reduces the Lloyd error by factors of 2.0 to 2.2 over the table. The leading-order estimate becomes less accurate at high \(l\): for \(l_{\max}=4\), the Friedel tail is \(5.9\times10^{-7}\), about 15% below the actual size.

The local error behaves differently. At \(l_{\max}=2\) it is \(-2.1\times10^{-2}\) even with the wells removed, where Lloyd's correction is zero. The free-wave integral (6) gives a loss of \(2.0\times10^{-2}\); the finite Bloch grid leaves a small difference.

At \(l_{\max}=3\) the local count is too high. The lost weight, \(2.3\times10^{-3}\), is outweighed by interference of \(-4.0\times10^{-3}\). By (5), the local count exceeds Lloyd's by \(4.0\times10^{-3}-2.3\times10^{-3}\approx1.7\times10^{-3}\). Going to \(l_{\max}=4\) removes most of the lost weight but only part of the interference, so the error hardly improves. The numerical check confirms at \(l_{\max}=3\) that the interference is linear in the well depth: its change from the empty lattice is \(-4.0\times10^{-3}\) at \(V_0\) and \(-2.0\times10^{-3}\) at \(V_0/2\).

The local error is thus about 20 times Lloyd's at \(l_{\max}=0\), 40 times at 2, and 2000 times at 4. The last ratio is not a measure of lost free weight alone. That weight, \(1.4\times10^{-4}\) from (6), would give a ratio near 200 and an error of the opposite sign. The error comes from the interference of size \(1.5\times10^{-3}\), which the lost weight partly cancels.

The check also compares Lloyd's count at each \(l_{\max}\) with diagonalization of the corresponding truncated Hamiltonian. They agree to \(2\times10^{-6}\) states, which supports the claim that (2) counts the truncated problem completely.

## What to do in practice

**Take the electron number and Fermi level from Lloyd's formula.** Include \(N_0\) and the single-site factors \(F_l\); the determinant of \(1-gt\) alone is not the whole count. The local density is still needed to say where the charge sits. Rescaling it to Lloyd's total repairs the number, but does not restore the missing angular shape.

**Follow the phase continuously.** A jump of \(2\pi\) in \(\mathrm{Im}\ln D\) changes (1) by two states. Integrating \(d\ln D/dz\) avoids choosing a branch at each energy. With a Fermi function, let the contour \(C\) start on the real axis below the spectra of both \(H\) and the free Hamiltonian, rise to height \(2\pi T\), and run to the right. It encloses one pole of \(f\), at \(z_1=\mu+i\pi T\), with residue \(-T\). The real-axis integral equals the integral along \(C\) plus \(2\pi i(-T)\,d\ln D/dz|_{z_1}\). Multiplication by \(-1/\pi\) and taking the imaginary part gives

\[
N-N_0=-\frac1\pi\,\mathrm{Im}\int_C f\,\frac{d\ln D}{dz}\,dz
+2T\,\mathrm{Re}\left.\frac{d\ln D}{dz}\right|_{z_1}.
\]

**Choose \(l_{\max}\) from the neglected phase shifts.** Calculate \((2l+1)\delta_l/\pi\) for the first omitted channel at the Fermi energy. If it is small and falling with \(l\), and the retained channels also scatter weakly, it gives the order of the count error through (3). In the example this single term, taken at \(\mu\) without the Fermi smoothing, is 0.6 to 0.9 of the actual error. Equation (3) drops terms with one neglected \(t_l\) times retained ones; for strong low-\(l\) scattering these are not small, and (3) no longer gives the error. If a neglected channel has a resonance below the Fermi energy, its phase shift can rise by nearly \(\pi\), and Lloyd's formula then misses a number of states of the order of \(2l+1\) per site and spin (about 4 rather than 5 for a \(d\) resonance in this lattice at \(V_0=-2.9\) hartree, where \(\delta_2(\mu)\approx0.85\pi\)). The free count cannot supply them, and that channel must be included.

**Do not judge the local count by its last change.** Here it moves by only \(4\times10^{-4}\) between \(l_{\max}=3\) and 4, while its error is still \(1.3\times10^{-3}\). Comparison with Lloyd's count at the same \(l_{\max}\) exposes the part due to cutting the wave functions. For weak wells, the neglected phase shifts estimate the rest.

## Table of computed values

```
INPUT a = 4.0 bohr, s = 1.8 bohr, V0 = -0.050 hartree
INPUT mu = 0.50 hartree, T = 0.05 hartree
Bloch points: 10 irreducible; plane waves: 619
largest radius in cell = 3.4641 bohr
free count, integral = 1.094223 states/cell/spin
free count, Bloch grid = 1.099987 states/cell/spin
Lloyd count, lmax=5 = 1.1653970 states/cell/spin
plane-wave count, full wells = 1.1653950 states/cell/spin
COUNTS (states/cell/spin)
lmax=0 Lloyd 1.1340148  plane-wave 1.1340143  local 0.557787
lmax=1 Lloyd 1.1604149  plane-wave 1.1604132  local 1.022210
lmax=2 Lloyd 1.1649897  plane-wave 1.1649877  local 1.149628
lmax=3 Lloyd 1.1653763  plane-wave 1.1653742  local 1.167142
lmax=4 Lloyd 1.1653963  plane-wave 1.1653943  local 1.166744
ERRORS against Lloyd lmax=5 (states/cell/spin)
lmax=0 Lloyd -3.138e-02  local -6.076e-01  size ratio local/Lloyd 19.4
lmax=1 Lloyd -4.982e-03  local -1.432e-01  size ratio local/Lloyd 28.7
lmax=2 Lloyd -4.073e-04  local -1.577e-02  size ratio local/Lloyd 38.7
lmax=3 Lloyd -2.077e-05  local 1.745e-03  size ratio local/Lloyd 84.0
lmax=4 Lloyd -6.923e-07  local 1.347e-03  size ratio local/Lloyd 1946.4
POTENTIAL DEPENDENCE of the errors (states/cell/spin)
lmax=0 Lloyd at V0/2 -1.560e-02 (V0 : V0/2 = 2.011)  local at V=0 -5.790e-01
lmax=1 Lloyd at V0/2 -2.491e-03 (V0 : V0/2 = 2.000)  local at V=0 -1.400e-01
lmax=2 Lloyd at V0/2 -2.000e-04 (V0 : V0/2 = 2.036)  local at V=0 -2.055e-02
lmax=3 Lloyd at V0/2 -9.802e-06 (V0 : V0/2 = 2.119)  local at V=0 -1.917e-03
lmax=4 Lloyd at V0/2 -3.141e-07 (V0 : V0/2 = 2.204)  local at V=0 -8.991e-05
TAILS l=lmax+1..5 at V0 (states/cell/spin)
lmax=0 Friedel 3.085e-02  Born 2.971e-02  sphere DOS 5.942e-01 per hartree
lmax=1 Friedel 4.925e-03  Born 4.826e-03  sphere DOS 9.653e-02 per hartree
lmax=2 Friedel 3.898e-04  Born 3.858e-04  sphere DOS 7.715e-03 per hartree
lmax=3 Friedel 1.860e-05  Born 1.848e-05  sphere DOS 3.696e-04 per hartree
lmax=4 Friedel 5.857e-07  Born 5.831e-07  sphere DOS 1.166e-05 per hartree
FREE WEIGHT MISSING above lmax (states/cell/spin)
lmax=0 total 5.742e-01  in sphere 1.354e-01  outside sphere 4.387e-01
lmax=1 total 1.381e-01  in sphere 1.584e-02  outside sphere 1.223e-01
lmax=2 total 1.969e-02  in sphere 9.949e-04  outside sphere 1.870e-02
lmax=3 total 1.903e-03  in sphere 3.965e-05  outside sphere 1.863e-03
lmax=4 total 1.354e-04  in sphere 1.105e-06  outside sphere 1.343e-04
LOCAL LOSS SPLIT: weight, interference (states/cell/spin)
lmax=0 at V0: 5.769e-01, -6.857e-04   at V=0: 5.790e-01, -6.221e-05
lmax=1 at V0: 1.435e-01, -5.329e-03   at V=0: 1.396e-01, 4.641e-04
lmax=2 at V0: 2.200e-02, -6.623e-03   at V=0: 2.000e-02, 5.464e-04
lmax=3 at V0: 2.279e-03, -4.031e-03   at V=0: 1.935e-03, -1.803e-05
lmax=4 at V0: 1.762e-04, -1.510e-03   at V=0: 1.381e-04, -4.818e-05
lmax=3 interference change from V=0: V0 -4.013e-03, V0/2 -1.981e-03 states
max gap, loss split against missing count = 1.6e-05 states
local count, full wells, l<=8 = 1.165178 states/cell/spin
max |Lloyd - plane-wave| = 2.0e-06 states/cell/spin
V0/20: max relative gap Lloyd error/Friedel tail = 0.0413
V0/20: max relative gap Born/Friedel tail = 0.0019
V=0: max gap local error/free integral = 4.8e-03 states
```
